# Weibull slope of oxide breakdown in the independent-column percolation model: a program that tests the result

```python
"""Column percolation model of oxide breakdown.
Result under test: with N independent columns of n independent cells,
    F(t) = 1 - (1 - p(t)**n)**N,
and for p = (t/tau)**alpha the law tends, at large N, to a Weibull law
with slope alpha*n and scale eta = tau*N**(-1/(alpha*n)).
p: probability that a cell is defective; u = p**n: that a column is.
W = ln(-ln(1-F)): Weibull ordinate; its slope is dW/d ln t.
Times are in seconds, lengths in nanometres.
"""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq

# Exact enumeration of every defect configuration of a small lattice.
p_sym = sp.symbols("p")
n_small, N_small = 3, 4
cells = n_small * N_small
counts = [0] * (cells + 1)
for state in itertools.product((0, 1), repeat=cells):
    columns = [state[i:i + n_small] for i in range(0, cells, n_small)]
    if any(all(column) for column in columns):
        counts[sum(state)] += 1
enumerated = sum(c * p_sym**k * (1 - p_sym)**(cells - k)
                 for k, c in enumerate(counts))
closed = 1 - (1 - p_sym**n_small)**N_small
assert sp.expand(enumerated - closed) == 0
print(f"Enumeration: n = {n_small}, N = {N_small}, "
      f"configurations = {2**cells}, broken = {sum(counts)}")

# Random cell times: column time is a maximum, oxide time a minimum.
rng = np.random.default_rng(2718)
samples, N_mc = 20000, 100
print(f"Simulation: samples = {samples}, columns N = {N_mc}")


def fitted_slope(times):
    """Maximum-likelihood slope of a two-parameter Weibull law."""
    scaled = times / times.mean()
    logs = np.log(scaled)

    def score(k):
        weights = scaled**k
        return (weights @ logs) / weights.sum() - 1 / k - logs.mean()
    return brentq(score, 0.2, 12.0)


for n, alpha in ((2, 0.5), (4, 0.5), (4, 1.0)):
    cell_times = rng.random((samples, N_mc, n))**(1 / alpha)
    times = np.sort(cell_times.max(axis=2).min(axis=1))
    model = 1 - (1 - times**(alpha * n))**N_mc
    rank = np.arange(samples)
    distance = max(np.max(model - rank / samples),
                   np.max((rank + 1) / samples - model))
    assert distance < 2.2 / np.sqrt(samples)
    slope = fitted_slope(times)
    # Allows for sampling error and the finite-N correction of order 1/N.
    assert abs(slope / (alpha * n) - 1) < 0.03
    print(f"  n = {n}, alpha = {alpha}: fitted slope = {slope:.3f}, "
          f"alpha*n = {alpha*n:.1f}, max CDF gap = {distance:.4f}")

# Local slope: numerical derivative of W against the closed expression.
mp.mp.dps = 50
n_loc, N_loc, alpha_loc = 3, 20, mp.mpf("0.7")


def ordinate_mp(log_time):
    p = mp.exp(alpha_loc * log_time)
    failed = 1 - (1 - p**n_loc)**N_loc
    return mp.log(-mp.log(1 - failed))


print(f"Local slope: n = {n_loc}, N = {N_loc}, alpha = {float(alpha_loc)}, "
      f"alpha*n = {float(alpha_loc*n_loc):.2f}")
for ratio in ("0.2", "0.5", "0.8"):
    log_time = mp.log(mp.mpf(ratio))
    numeric = mp.diff(ordinate_mp, log_time)
    u = mp.exp(n_loc * alpha_loc * log_time)
    base = alpha_loc * n_loc
    formula = base * u / ((1 - u) * (-mp.log(1 - u)))
    assert abs(numeric - formula) < mp.mpf("1e-12")
    assert base <= numeric <= base / (1 - u)
    print(f"  t/tau = {ratio}: u = {float(u):.4f}, "
          f"slope = {float(numeric):.4f}")
u_sym = sp.symbols("u")
r_series = sp.series(-u_sym / ((1 - u_sym) * sp.log(1 - u_sym)),
                     u_sym, 0, 3).removeO()
assert sp.expand(r_series - (1 + u_sym/2 + 5*u_sym**2/12)) == 0

# Uniform distance from the Weibull law, including times beyond tau.
n_err, alpha_err = 4, 0.5
bound_constant = 4 * np.exp(-2)
print(f"Bound on N * (CDF error) = {bound_constant:.4f}")
for N in (10, 100, 1000):
    eta_ratio = N**(-1 / (alpha_err * n_err))
    time_ratio = eta_ratio * np.linspace(0, 8, 20001)
    p = np.minimum(1, time_ratio**alpha_err)
    exact = 1 - (1 - p**n_err)**N
    weibull = -np.expm1(-(time_ratio / eta_ratio)**(alpha_err * n_err))
    difference = exact - weibull
    assert difference.min() > -1e-12
    assert difference.max() <= bound_constant / N
    print(f"  N = {N}: N * (largest CDF error) = {N*difference.max():.4f}")

# Worked example: two model oxides.
edge_nm, area_um2, alpha, tau = 1.0, 1.0, 0.5, 1e9
N = area_um2 * (constants.micro / (edge_nm * constants.nano))**2
q_low, area_factor = 1e-4, 100
print(f"Example: cell edge = {edge_nm} nm, area = {area_um2} um^2, "
      f"N = {N:.3e}")
print(f"  alpha = {alpha}, tau = {tau:.1e} s, low fraction = {q_low:.0e}")


def cell_probability(log_ratio, poisson):
    x = np.exp(alpha * log_ratio)
    return -np.expm1(-x) if poisson else x


def ordinate(log_ratio, n, columns, poisson=False):
    p = cell_probability(log_ratio, poisson)
    return np.log(-columns * np.log1p(-p**n))


def solve_log_ratio(target, n, columns, poisson=False):
    return brentq(lambda z: ordinate(z, n, columns, poisson) - target,
                  -60, -1e-9, xtol=1e-13)


W_low = np.log(-np.log1p(-q_low))
for thickness_nm in (4.0, 2.0):
    n = round(thickness_nm / edge_nm)
    beta = alpha * n
    eta = tau * N**(-1 / beta)
    z63 = solve_log_ratio(0.0, n, N)
    z_low = solve_log_ratio(W_low, n, N)
    t63, t_low = tau * np.exp(z63), tau * np.exp(z_low)
    plot_slope = -W_low / (z63 - z_low)
    assert abs(t63 / eta - 1) < 1e-6
    assert abs(t_low / (eta * (-np.log1p(-q_low))**(1/beta)) - 1) < 1e-6
    assert abs(plot_slope / beta - 1) < 1e-6
    z_large = solve_log_ratio(0.0, n, area_factor * N)
    area_ratio = np.exp(z_large - z63)
    assert abs(area_ratio / area_factor**(-1 / beta) - 1) < 1e-6
    p63 = cell_probability(z63, False)
    density_cm3 = p63 / (edge_nm * constants.nano / constants.centi)**3

    # Poisson occupation of cells by a defect density growing as t**alpha.
    z_p = solve_log_ratio(0.0, n, N, True)
    h = 1e-4
    slope_p = (ordinate(z_p + h, n, N, True)
               - ordinate(z_p - h, n, N, True)) / (2 * h)
    x = np.exp(alpha * z_p)
    u = cell_probability(z_p, True)**n
    formula_p = n * alpha * x / np.expm1(x) * u / (-(1-u)*np.log1p(-u))
    assert abs(slope_p - formula_p) < 1e-6
    assert slope_p < beta
    assert abs((1 - slope_p / beta) / (x / 2) - 1) < 0.02
    assert 1 - slope_p / beta > 100 / N

    print(f"Thickness = {thickness_nm} nm, n = {n}, alpha*n = {beta:.1f}")
    print(f"  slope between low fraction and 63.2 % = {plot_slope:.6f}")
    print(f"  eta = {eta:.4e} s = {eta/constants.day:.4e} days")
    print(f"  time to 63.2 % failed = {t63:.4e} s")
    print(f"  time to low fraction = {t_low:.4e} s")
    print(f"  cell defect probability at 63.2 % = {p63:.4e}")
    print(f"  defective-cell density at 63.2 % = {density_cm3:.3e} cm^-3")
    print(f"  mean number of defective cells = {n*N*p63:.4e}")
    print(f"  time factor for {area_factor} times the area = "
          f"{area_ratio:.5f}")
    print(f"  Poisson cells: x = {x:.4e}, slope = {slope_p:.5f}, "
          f"t63 = {tau*np.exp(z_p):.4e} s")

print("verified")
```

Output:

```
Enumeration: n = 3, N = 4, configurations = 4096, broken = 1695
Simulation: samples = 20000, columns N = 100
  n = 2, alpha = 0.5: fitted slope = 1.012, alpha*n = 1.0, max CDF gap = 0.0068
  n = 4, alpha = 0.5: fitted slope = 2.011, alpha*n = 2.0, max CDF gap = 0.0046
  n = 4, alpha = 1.0: fitted slope = 4.038, alpha*n = 4.0, max CDF gap = 0.0049
Local slope: n = 3, N = 20, alpha = 0.7, alpha*n = 2.10
  t/tau = 0.2: u = 0.0341, slope = 2.1368
  t/tau = 0.5: u = 0.2333, slope = 2.4053
  t/tau = 0.8: u = 0.6259, slope = 3.5733
Bound on N * (CDF error) = 0.5413
  N = 10: N * (largest CDF error) = 0.2800
  N = 100: N * (largest CDF error) = 0.2716
  N = 1000: N * (largest CDF error) = 0.2708
Example: cell edge = 1.0 nm, area = 1.0 um^2, N = 1.000e+06
  alpha = 0.5, tau = 1.0e+09 s, low fraction = 1e-04
Thickness = 4.0 nm, n = 4, alpha*n = 2.0
  slope between low fraction and 63.2 % = 2.000000
  eta = 1.0000e+06 s = 1.1574e+01 days
  time to 63.2 % failed = 1.0000e+06 s
  time to low fraction = 1.0000e+04 s
  cell defect probability at 63.2 % = 3.1623e-02
  defective-cell density at 63.2 % = 3.162e+19 cm^-3
  mean number of defective cells = 1.2649e+05
  time factor for 100 times the area = 0.10000
  Poisson cells: x = 3.2134e-02, slope = 1.96804, t63 = 1.0326e+06 s
Thickness = 2.0 nm, n = 2, alpha*n = 1.0
  slope between low fraction and 63.2 % = 1.000000
  eta = 1.0000e+03 s = 1.1574e-02 days
  time to 63.2 % failed = 1.0000e+03 s
  time to low fraction = 1.0001e-01 s
  cell defect probability at 63.2 % = 1.0000e-03
  defective-cell density at 63.2 % = 1.000e+18 cm^-3
  mean number of defective cells = 2.0000e+03
  time factor for 100 times the area = 0.01000
  Poisson cells: x = 1.0005e-03, slope = 0.99950, t63 = 1.0010e+03 s
verified
```
